# Does weakly scattered laser light acquire the atom's natural linewidth?

## Question

An excited atomic state with population decay rate \(\Gamma\) emits a Lorentzian line whose full width at half maximum is \(\Gamma\). Now I illuminate one atom at rest with a weak, steady laser, much narrower than \(\Gamma\), and send the light scattered to the side into a spectrometer.

My picture is that the atom absorbs a laser photon, sits in the excited state for a time of order \(1/\Gamma\), and then decays as any excited atom does. The scattered light should therefore have the natural width. But the atom ends in its ground state, so energy conservation seems to demand that the photon leave with the frequency it had on arrival. Which argument is wrong, and where does the natural width show up?

## Answer

The energy argument is right for weak drive: the scattered line is as narrow as the laser. What fails is the word "then" in "absorbs, then decays". The steadily driven atom has a dipole locked to the laser, and that dipole does not decay freely.

I assume a fixed two-level atom with a stable, non-degenerate ground state and, at first, no source of dephasing except emission. Recoil, Doppler shifts and Raman scattering into other ground levels are excluded. All widths are full widths at half maximum unless called half-widths, and \(g=\Gamma/2\).

### One photon: the atom is a filter

Let the atom, of frequency \(\omega_0\), couple equally to two channels of light modes. The photon arrives in channel 1; channel 2 is initially empty and represents the side direction. The modes of each channel have angular-frequency spacing \(\delta\) and a common real coupling \(G\). With one excitation in total, the amplitudes obey

\[
i\dot c_e=\omega_0c_e+G\sum_{j,k}c_{jk},\qquad
i\dot c_{jk}=\omega_kc_{jk}+Gc_e .
\]

Integrating the second equation gives

\[
c_{jk}(t)=c_{jk}(0)e^{-i\omega_kt}-iG\int_0^t e^{-i\omega_k(t-t')}c_e(t')\,dt' .
\]

Insert this into the first. For a dense, flat band, the sum over both channels gives the memory kernel

\[
2\,\frac{G^2}{\delta}\int d\omega\,e^{-i\omega(t-t')}
=\frac{4\pi G^2}{\delta}\,\delta(t-t')\equiv\Gamma\,\delta(t-t').
\]

On the right, \(\delta(t-t')\) is the delta function. It sits at the end of the integration range and counts half, so the damping rate of the amplitude is \(g\). With \(c_{1k}(0)=\varphi_k\),

\[
\dot c_e=-(i\omega_0+g)c_e-iG\sum_k\varphi_ke^{-i\omega_kt}.
\]

The atom starts in its ground state and the packet arrives long after \(t=0\), so no free-decay term is needed. Trying a term proportional to \(e^{-i\omega_kt}\) for each frequency gives

\[
c_e(t)=-iG\sum_k\frac{\varphi_ke^{-i\omega_kt}}{g-i(\omega_k-\omega_0)} .
\]

Put this into the integral for channel 2. After the packet has passed, the time integral can be extended over all times and selects equal incoming and outgoing frequencies. It contributes a factor \(2\pi/\delta\), and \(2\pi G^2/\delta=g\), so that

\[
|c_{2k}|^2=|\varphi_k|^2\,\frac{g^2}{(\omega_k-\omega_0)^2+g^2}. \tag{1}
\]

The factor reaches 1 on resonance only because the model has two equal channels; for an atom in free space a side detector collects a small fraction of the light, with the same frequency dependence. The Lorentzian multiplies the incident spectrum. It says how strongly each frequency is scattered; it does not spread one frequency over a width \(\Gamma\).

Two Gaussian packets, both centred \(1.5\Gamma\) above resonance, show the difference. A packet of width \(0.20\Gamma\) emerges with width \(0.20\Gamma\) and its peak at \(1.49\Gamma\): it stays near the incident frequency. A packet of width \(10\Gamma\) emerges with a width within 1% of \(\Gamma\) and its peak \(0.01\Gamma\) from the atomic line. The second case is the one your picture describes: a pulse shorter than the lifetime (here its intensity lasts about \(0.28/\Gamma\)) excites the atom, which then emits most of its light after the pulse has passed.

### A weak laser with a finite linewidth

At lowest order in a steady field, each frequency component is scattered with the amplitude just found. The emitted power spectrum is therefore the laser spectrum times the Lorentzian in (1). For a laser on resonance with a Lorentzian spectrum of half-width \(b\), and \(\nu\) the emitted frequency minus the laser's central frequency,

\[
S(\nu)\propto\frac{1}{(\nu^2+b^2)(\nu^2+g^2)} .
\]

At the half-width \(x\) of the product, the denominator is twice its central value:

\[
(x^2+b^2)(x^2+g^2)=2b^2g^2
\;\Rightarrow\;
x^4+(b^2+g^2)x^2-b^2g^2=0,
\]

\[
x^2=\tfrac12\left[\sqrt{(b^2+g^2)^2+4b^2g^2}-(b^2+g^2)\right].
\]

If \(b\ll g\), then \(x\simeq b\); if \(b\gg g\), then \(x\simeq g\). When the two widths are very different, the narrower one sets the result; when they are comparable, the product is narrower than either factor:

| Laser width / \(\Gamma\) | Emitted width / \(\Gamma\) |
|---|---|
| 0.01 | 0.010 |
| 0.10 | 0.099 |
| 1.00 | 0.644 |
| 10.00 | 0.990 |

### Where "absorb, then emit" goes wrong

Take now a monochromatic laser of frequency \(\omega_L\) and set \(\Delta=\omega_L-\omega_0\). In the frame rotating at \(\omega_L\), and in the rotating-wave approximation,

\[
H/\hbar=-\Delta P+\tfrac{\Omega}{2}(\sigma_++\sigma_-),\qquad P=\sigma_+\sigma_- ,
\]

where \(\sigma_-\) lowers the atom and \(\Omega\) is the real Rabi frequency. With memoryless decay, any atomic operator \(A\) obeys

\[
\frac{d\langle A\rangle}{dt}=\frac{i}{\hbar}\langle[H,A]\rangle
+\Gamma\left\langle\sigma_+A\sigma_--\tfrac12(PA+AP)\right\rangle .
\]

The products needed are \(P\sigma_-=0\), \(\sigma_-P=\sigma_-\), \(P\sigma_+=\sigma_+\), \(\sigma_+P=0\) and \([\sigma_+,\sigma_-]=2P-1\). For \(a=\langle\sigma_-\rangle\) and \(p=\langle P\rangle\) they give

\[
\dot a=(i\Delta-g)a+\tfrac{i\Omega}{2}(2p-1),\qquad
\dot p=-\Gamma p+\tfrac{i\Omega}{2}(a-a^*). \tag{2}
\]

In the steady state,

\[
a=-\frac{i\Omega}{2}\,\frac{1-2p}{g-i\Delta},\qquad
\Gamma p=-\Omega\,\mathrm{Im}\,a=\frac{\Omega^2}{2}\,\frac{g(1-2p)}{g^2+\Delta^2}.
\]

Define the saturation parameter \(s=(\Omega^2/2)/(\Delta^2+g^2)\). The last equation becomes \(2p=s(1-2p)\), so \(1-2p=1/(1+s)\) and

\[
p=\frac{s}{2(1+s)},\qquad |a|^2=\frac{s}{2(1+s)^2}. \tag{3}
\]

The scattered field is proportional to \(\sigma_-\), so its spectrum follows from \(u_1(\tau)=\langle\sigma_+(0)\sigma_-(\tau)\rangle\):

\[
S(\nu)=\frac1\pi\,\mathrm{Re}\int_0^\infty u_1(\tau)e^{i\nu\tau}d\tau,\qquad
\int S\,d\nu=u_1(0)=p .
\]

A constant part of \(u_1\) gives a delta function at \(\nu=0\), the laser frequency. A part \(e^{(i\Delta-g)\tau}\) gives a line of width \(\Gamma\) at \(\nu=-\Delta\), the atomic frequency.

Because the decay has no memory, correlations with \(\sigma_+(0)\) on the left obey the same linear equations as the means (the regression theorem). The constant 1 in (2) turns into \(\langle\sigma_+\rangle=a^*\). With \(u_2=\langle\sigma_+(0)\sigma_+(\tau)\rangle\) and \(u_3=\langle\sigma_+(0)P(\tau)\rangle\),

\[
\dot u_1=(i\Delta-g)u_1+i\Omega u_3-\tfrac{i\Omega}{2}a^* .
\]

For weak drive, \(u_1\) and \(u_2\) are of order \(\Omega^2\). Since \(u_3(0)=\langle\sigma_+\sigma_+\sigma_-\rangle=0\) and \(u_3\) is driven by \(\tfrac{i\Omega}{2}(u_1-u_2)\), it is of order \(\Omega^3\). The term \(i\Omega u_3\) is thus of order \(\Omega^4\) and can be dropped here. The initial value is \(u_1(0)=p\). At this order \(a=-(i\Omega/2)/(g-i\Delta)\), so the driven solution tends to \(|a|^2\):

\[
u_1(\tau)=p\,e^{(i\Delta-g)\tau}+|a|^2\left[1-e^{(i\Delta-g)\tau}\right]. \tag{4}
\]

The first term is your picture: an excited population decaying freely, with the natural width. The second is the dipole that the laser rebuilds from the ground state, with a definite phase. By (3), \(p=|a|^2\) at order \(\Omega^2\), so the exponentials cancel and \(u_1=|a|^2\) is constant. The natural width is present in each piece and absent from the sum.

On resonance at \(\Omega=0.01\Gamma\), for example, the two terms divided by \(p\) are 0.37 and 0.63 at \(\Gamma\tau=2\), and 0.05 and 0.95 at \(\Gamma\tau=6\). The finite lifetime limits how long an undriven dipole keeps its phase; it sets no such limit on a dipole that is continually driven.

### The broad part at finite intensity

The constant part of \(u_1\) at long delay is \(|a|^2\) at any drive strength in this model, because the correlation then factorizes. From (3), the elastic fraction of the scattered light is

\[
\frac{|a|^2}{p}=\frac1{1+s}, \tag{5}
\]

and a fraction \(s/(1+s)\) is inelastic. So broadband light is not a necessary condition for a broad spectrum; saturation also produces one.

To find its shape at leading order, subtract the long-time values: \(v_1=u_1-|a|^2\), \(v_2=u_2-a^{*2}\), \(v_3=u_3-a^*p\). The constant source terms cancel, leaving

\[
\begin{aligned}
\dot v_1&=(i\Delta-g)v_1+i\Omega v_3,\\
\dot v_2&=-(i\Delta+g)v_2-i\Omega v_3,\\
\dot v_3&=-\Gamma v_3+\tfrac{i\Omega}{2}(v_1-v_2).
\end{aligned}
\]

The initial values are \(p-|a|^2\), \(-a^{*2}\) and \(-a^*p\), since \(\sigma_+\sigma_+=0\). By (3), \(p-|a|^2\simeq s^2/2\simeq2|a|^4\). Let \(V_i(z)=\int_0^\infty e^{-z\tau}v_i\,d\tau\), with \(z=-i\nu\) at the end. To order \(\Omega^2\),

\[
V_2=-\frac{a^{*2}}{z+g+i\Delta}.
\]

For \(V_3\), of order \(\Omega^3\), the term with \(V_1\) is negligible. Using \(i\Omega/2=-(g-i\Delta)a\) and \(p=|a|^2\),

\[
(z+\Gamma)V_3=-a^*p-\tfrac{i\Omega}{2}V_2
=-a^*|a|^2\left[1+\frac{g-i\Delta}{z+g+i\Delta}\right]
=-a^*|a|^2\,\frac{z+\Gamma}{z+g+i\Delta},
\]

so \(V_3=-a^*|a|^2/(z+g+i\Delta)\). Finally,

\[
(z+g-i\Delta)V_1=2|a|^4+i\Omega V_3
=2|a|^4\left[1+\frac{g-i\Delta}{z+g+i\Delta}\right],
\]

\[
V_1=2|a|^4\,\frac{z+\Gamma}{(z+g)^2+\Delta^2}.
\]

At \(z=-i\nu\) the denominator is \(D=g^2+\Delta^2-\nu^2-i\Gamma\nu\). The real part of \((\Gamma-i\nu)D^*\) is \(\Gamma(g^2+\Delta^2-\nu^2)+\Gamma\nu^2=\Gamma(g^2+\Delta^2)\). Factorizing \(|D|^2\) and using \(2|a|^4=s^2/2\) and \(\Gamma=2g\),

\[
S_{\rm in}(\nu)=\frac{s^2g(g^2+\Delta^2)}
{\pi[(\nu-\Delta)^2+g^2][(\nu+\Delta)^2+g^2]}. \tag{6}
\]

On resonance even this part is not the natural line. It is a squared Lorentzian, whose half-width satisfies \((x^2+g^2)^2=2g^4\). Its full width is \(\Gamma\sqrt{\sqrt2-1}=0.644\Gamma\).

Off resonance, write \(|D|^2=(\nu^2-g^2-\Delta^2)^2+\Gamma^2\nu^2\). Setting its derivative with respect to \(\nu^2\) to zero gives \(\nu^2=g^2+\Delta^2-\Gamma^2/2=\Delta^2-g^2\). For \(|\Delta|>g\) there are two peaks, which for large detuning lie near \(\omega_0\) and \(2\omega_L-\omega_0\). Each then has nearly the natural width, because across one peak the other factor in the denominator of (6) is almost constant. Their frequencies add up to \(2\omega_L\), as energy conservation requires if two laser photons are converted into a pair.

### Numbers for a driven atom

Take \(\Gamma/2\pi=10\) MHz, hence \(\Gamma=6.283\times10^7\ \mathrm{s^{-1}}\), with \(\Delta=0\) and \(\Omega=0.1\Gamma\). These are round model parameters. Then

\[
s=\frac{0.1^2/2}{0.5^2}=0.0200,\qquad
p=\frac{0.0200}{2(1.0200)}=0.00980 .
\]

The scattering rate is \(\Gamma p=6.16\times10^5\) photons per second. The elastic fraction is \(1/1.02=98.0\%\), leaving \(2.0\%\) inelastic. The full solution of the master equation gives the inelastic part a width of \(0.654\Gamma\), or 6.54 MHz. The leading-order value \(0.644\Gamma\) is 1.6% below that full result.

At \(\Delta=3\Gamma\) with the same \(\Omega\), \(s=0.005/9.25=5.4\times10^{-4}\) and the inelastic fraction falls to \(0.054\%\). Its peaks lie at \(\nu=\pm2.960\Gamma\) in the full solution, against \(\pm\sqrt{9-0.25}\,\Gamma=\pm2.958\Gamma\) from (6).

### When a broad part survives at vanishing intensity

Suppose the surroundings disturb the phase of the dipole randomly and without memory, leaving the populations unchanged. The coherence then decays at \(\gamma_2=g+\gamma_d\) instead of \(g\), while the population still decays at \(\Gamma\). For weak drive, (2) gives

\[
|a|^2=\frac{\Omega^2/4}{\gamma_2^2+\Delta^2},\qquad
p=-\frac{\Omega}{\Gamma}\,\mathrm{Im}\,a
=\frac{\Omega^2}{2\Gamma}\,\frac{\gamma_2}{\gamma_2^2+\Delta^2},
\]

\[
\frac{|a|^2}{p}=\frac{\Gamma}{2\gamma_2}=\frac{\Gamma}{\Gamma+2\gamma_d}.
\]

Equation (4) holds with \(g\) replaced by \(\gamma_2\), but now \(p>|a|^2\) and the cancellation is incomplete. What remains is \((p-|a|^2)e^{(i\Delta-\gamma_2)\tau}\), a Lorentzian at the atomic frequency of width \(2\gamma_2\). For \(\gamma_d=0.25\Gamma\), the elastic fraction is 66.7% and the broad part has width \(1.5\Gamma\). Lowering the laser power does not remove it.

The steady-state result also does not apply while the laser is being switched abruptly. A sharp edge in time contains a broad range of frequencies, and for weak light (1) then lets the atomic response appear in the output.

### Two different measurements

The natural width does appear with a weak monochromatic laser if you scan the laser and record the total scattered power. From (3),

\[
p(\Delta)=\frac{\Omega^2/4}{\Delta^2+g^2+\Omega^2/2},
\]

whose width is \(2\sqrt{g^2+\Omega^2/2}=\Gamma\sqrt{1+2\Omega^2/\Gamma^2}\). In the example above this is \(1.01\Gamma\), or 10.1 MHz.

That curve gives the amount of light scattered as a function of the laser frequency. Your spectrometer, at one fixed laser frequency, measures how the scattered light is distributed over emitted frequencies. For a weak monochromatic laser and no dephasing, that distribution is the laser line, with an inelastic background of relative weight \(s/(1+s)\). If a narrow laser line has Lorentzian wings, the atomic response also picks out some light from the wing. In the wing the product of the two is proportional to \(1/\{\nu^2[(\nu+\Delta)^2+g^2]\}\). Setting its derivative to zero shows that it has a separate maximum near the atomic frequency only for \(|\Delta|>\sqrt2\,\Gamma\). At that threshold the maximum appears at \(\nu=-3\Delta/4\), and it approaches \(\nu=-\Delta\) as the detuning grows. At lowest order in the drive, the share of this feature shrinks with the laser linewidth (it is of order \(b/g\)) and does not depend on the laser power. The inelastic peak of (6), with a share near \(s/2\), lies at about the same frequency and does grow with power, so the light seen there is independent of power in share only while \(s\ll b/g\). The numerical check tests (1) against discrete photon modes and (3) to (6) against the master equation.

## Calculated quantities

```
EXAMPLE, laser on resonance
natural linewidth Gamma/2pi = 10.0 MHz
decay rate Gamma = 6.2832e+07 1/s
excited-state lifetime = 15.92 ns
Rabi frequency = 0.10 Gamma
saturation parameter s = 0.0200
excited population = 0.009804
scattering rate = 6.1600e+05 photons/s
elastic fraction = 98.039 %
inelastic fraction = 1.961 %
inelastic FWHM, full solution = 0.6541 Gamma
inelastic FWHM, weak-drive formula = 0.6436 Gamma
inelastic FWHM, full = 6.541 MHz
FWHM of scattered power in laser scan = 1.0100 Gamma
DETUNED CASE, same Rabi frequency
detuning = 3.0 Gamma
saturation parameter = 5.4054e-04
inelastic fraction = 0.0540 %
inelastic peaks, full: -2.9596, 2.9596 Gamma
inelastic peaks, weak formula: +/-2.9580 Gamma
CORRELATION / population, Rabi 0.01 Gamma, on resonance
Gamma*tau=0: decaying 1.0000, rebuilt 0.0000, sum 1.0000
Gamma*tau=2: decaying 0.3679, rebuilt 0.6321, sum 0.9999
Gamma*tau=6: decaying 0.0498, rebuilt 0.9501, sum 0.9998
WEAK STATIONARY LASER on resonance, FWHM in Gamma
laser 0.01 -> emitted 0.009999
laser 0.10 -> emitted 0.099024
laser 1.00 -> emitted 0.643594
laser 10.00 -> emitted 0.990242
laser 100.00 -> emitted 0.999900
SINGLE-PHOTON PACKETS, frequencies from atomic line, in Gamma
centre of both incident packets = 1.50
FWHM in 0.20: out 0.2005, peak 1.4913
  side-channel probability = 0.1022
FWHM in 10.00: out 1.0022, peak 0.0105
  side-channel probability = 0.1282
PURE DEPHASING, detuning 2 Gamma, Rabi 0.01 Gamma
dephasing rate = 0.25 Gamma
elastic fraction = 66.67 %
FWHM of broad part = 1.50 Gamma
```
